# Elimination of closed channels in multichannel quantum defect theory: a program that tests the result

```python
# Multichannel quantum defect theory: elimination of closed channels (Hartree units).
# Outside r0 the regular solutions are f - g K, (f,g) energy-normalized Coulomb pair,
# W(f,g)=2/pi. Closed channel: nu=(-2 eps)^(-1/2) > l, beta=pi(nu-l), z=2r/nu,
# chi=-(f cos beta + g sin beta) the decaying solution. Under test:
#   K_phys = K_oo - K_oc (tan(pi nu)+K_cc)^(-1) K_co ,  levels: det(tan(pi nu)+K)=0.
# Model: V = -1/r + 16 x^2 (1-x)^2 U for x=r/r0<1. K comes from a power series;
# the independent road is a finite-element DVR solution on [0,R] that uses no
# negative-energy Coulomb function.
import numpy as np, mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import solve_ivp
from scipy.special import jv, yv
from scipy.constants import physical_constants
from numpy.polynomial.legendre import Legendre

mp.mp.dps = 20
EV = physical_constants['Hartree energy in eV'][0]
thr = np.array([0.0, 0.02, 0.05]); ls = np.array([0, 1, 2]); r0 = 4.0; Rmax = 250.0
U = np.array([[-0.30, 0.15, 0.05], [0.15, -0.15, 0.08], [0.05, 0.08, -0.30]])
pi = np.pi
def fmt(v, d=6): return " ".join("%.*f" % (d, t) for t in np.ravel(v))
def upper(K): return K[np.triu_indices(len(K))]

def chi_pair(nu, l, r):
    nu = mp.mpf(nu); mu = l + mp.mpf(1)/2; z = 2*r/nu
    N = mp.sqrt(nu/(mp.gamma(nu+l+1)*mp.gamma(nu-l)))
    W0 = mp.whitw(nu, mu, z); W1 = mp.whitw(nu+1, mu, z)
    return N*W0, N*((z/2-nu)*W0 - W1)/r

def pair(eps, l, r):
    l = int(l); r = mp.mpf(r)
    if eps > 0:
        k = mp.sqrt(2*mp.mpf(eps)); eta = -1/k; rho = k*r
        S = (l+1)/rho + eta/(l+1); Q = mp.sqrt((l+1)**2+eta**2)/(l+1)
        n = mp.sqrt(2/(mp.pi*k))
        F0, F1 = mp.coulombf(l, eta, rho), mp.coulombf(l+1, eta, rho)
        G0, G1 = mp.coulombg(l, eta, rho), mp.coulombg(l+1, eta, rho)
        out = (n*F0, n*k*(S*F0-Q*F1), -n*G0, -n*k*(S*G0-Q*G1))
    else:
        nu = 1/mp.sqrt(-2*mp.mpf(eps))
        if abs(nu-mp.nint(nu)) < 1e-9: nu += mp.mpf('2e-9')   # removable point
        mu = l + mp.mpf(1)/2; z = 2*r/nu
        a = mp.sqrt(nu*mp.gamma(nu+l+1)/mp.gamma(nu-l))/mp.gamma(2*l+2)
        M0, M1 = mp.whitm(nu, mu, z), mp.whitm(nu+1, mu, z)
        f, fp = a*M0, a*((z/2-nu)*M0 + (l+1+nu)*M1)/r
        c, cp = chi_pair(nu, l, r)
        s, co = mp.sin(mp.pi*(nu-l)), mp.cos(mp.pi*(nu-l))
        out = (f, fp, -(c+co*f)/s, -(cp+co*fp)/s)
    return np.array([float(mp.re(t)) for t in out])

# ---- Coulomb pair: explicit Kummer series, Neumann combination, growth law ----
def f_series(nu, l, z, nterms):
    a, b = l+1-nu, 2*l+2; t = mp.rgamma(b); s = t
    for n in range(nterms):
        t *= (a+n)*z/((b+n)*(n+1)); s += t
    return mp.sqrt(nu*mp.gamma(nu+l+1)/mp.gamma(nu-l))*z**(l+1)*mp.exp(-z/2)*s
def g_neumann(nu, l, z, nterms):
    t = mp.pi*(2*l+1)
    return (f_series(nu, l, z, nterms)*mp.cos(t) - f_series(nu, -l-1, z, nterms))/mp.sin(t)
with mp.workdps(50):
    nu, l = mp.mpf('2.6'), mp.mpf('0.3'); b = mp.pi*(nu-l)
    C = mp.sqrt(nu*mp.gamma(nu+l+1)*mp.gamma(nu-l))/mp.pi
    def lim(fun):   # Richardson step removes the 1/z term, leaving order 1/z^2
        v = [fun(nu, l, mp.mpf(z), 1300)/(C*mp.mpf(z)**(-nu)*mp.exp(mp.mpf(z)/2)) for z in (400, 800)]
        return 2*v[1]-v[0]
    gf, gg = lim(f_series), lim(g_neumann)
    assert abs(gf-mp.sin(b)) < 1e-3 and abs(gg+mp.cos(b)) < 1e-3
    z = 2*r0/nu
    comb = -(f_series(nu, l, z, 150)*mp.cos(b) + g_neumann(nu, l, z, 150)*mp.sin(b))
    assert abs(comb - chi_pair(nu, l, mp.mpf(r0))[0]) < 1e-25
    gN = [float(g_neumann(mp.mpf('3.3'), L+mp.mpf('1e-12'), 2*r0/mp.mpf('3.3'), 150)) for L in (0, 1, 2)]
for L in (0, 1, 2):
    assert abs(gN[L] - pair(-0.5/3.3**2, L, r0)[2]) < 1e-9
    for eps in (-0.5/3.3**2, 0.013):
        p = pair(eps, L, r0); h = 1e-3
        assert abs(p[0]*p[3]-p[1]*p[2]-2/pi) < 1e-11
        d = (pair(eps, L, r0+h)-pair(eps, L, r0-h))/(2*h)
        assert abs(d[0]-p[1]) < 1e-5 and abs(d[2]-p[3]) < 1e-5
    dl = 2.1e-4; pm, pp = pair(-dl, L, r0), pair(dl, L, r0)
    bes = np.sqrt(2*r0)*np.array([jv(2*L+1, np.sqrt(8*r0)), yv(2*L+1, np.sqrt(8*r0))])
    assert np.max(abs(pm[[0, 2]]-bes)) < 1e-2 and np.max(abs(pp[[0, 2]]-bes)) < 1e-2
    assert np.max(abs(0.5*(pm+pp)[[0, 2]]-bes)) < 1e-4
print("nu=2.6 l=0.3: growth of f/C %.4f, sin beta %.4f; of g/C %.4f, -cos beta %.4f"
      % (gf, mp.sin(b), gg, -mp.cos(b)))
print("l=2 r=4: g(-2.1e-4 Eh) %.5f, g(+2.1e-4 Eh) %.5f, sqrt(2r)Y5 %.5f" % (pm[2], pp[2], bes[1]))
def rhs(r, y):
    q = 2/r**2 - 2/r + 1/3.3**2
    return [y[1], q*y[0], y[3], q*y[2]]
y = solve_ivp(rhs, (r0, 150.0), pair(-0.5/3.3**2, 1, r0), method='DOP853', rtol=1e-12, atol=1e-14).y[:, -1]
assert abs(y[0]/y[2] + np.tan(pi*3.3)) < 1e-7
print("nu=3.3 l=1: integrated f/g at r=150 bohr %.8f, -tan(pi nu) %.8f" % (y[0]/y[2], -np.tan(pi*3.3)))

# ---- short-range K from the power series of the regular solutions ----
def short_K(E):
    LD = np.longdouble; eps = (E-thr).astype(LD)[:, None]; cU = (32*r0**2*U).astype(LD)
    c = [np.zeros((3, 3), LD) for _ in range(7)]      # orders -6..0
    u = np.zeros((3, 3), LD); up = np.zeros((3, 3), LD)
    for n in range(1, 200):
        src = -2*r0*c[-1] - 2*r0**2*eps*c[-2] + cU @ (c[-4]-2*c[-5]+c[-6])
        den = (n*(n-1) - ls*(ls+1)).astype(LD)
        cn = src/np.where(den == 0, 1, den)[:, None]
        for i in range(3):
            if n == ls[i]+1: cn[i, i] = 1
        c.append(cn); u += cn; up += n*cn/r0
    u = u.astype(float); up = up.astype(float)
    P = np.array([pair(E-thr[i], ls[i], r0) for i in range(3)])
    I = pi/2*(P[:, [3]]*u - P[:, [2]]*up); J = pi/2*(P[:, [1]]*u - P[:, [0]]*up)
    return J @ np.linalg.inv(I), np.linalg.det(I)

def eliminate(E):
    K = short_K(E)[0]; no = int(np.sum(E > thr)); nu = 1/np.sqrt(2*(thr[no:]-E))
    Zc = -np.linalg.solve(np.diag(np.tan(pi*nu)) + K[no:, no:], K[no:, :no])
    return K, nu, Zc, K[:no, :no] + K[:no, no:] @ Zc
def S_of(K):
    one = np.eye(len(K)); return np.linalg.solve(one-1j*K, one+1j*K)

# ---- finite-element DVR on [0,Rmax] ----
n = 14; Pn = Legendre.basis(n-1)
x = np.concatenate(([-1.0], np.sort(Pn.deriv().roots().real), [1.0]))
for _ in range(2): x[1:-1] -= Pn.deriv()(x[1:-1])/Pn.deriv(2)(x[1:-1])
px = Pn(x); w = 2/(n*(n-1)*px**2)
D = px[:, None]/px[None, :]/(x[:, None]-x[None, :]+np.eye(n)); np.fill_diagonal(D, 0)
D[0, 0] = -n*(n-1)/4; D[-1, -1] = n*(n-1)/4
edges = np.concatenate(([0, 2, 4, 7, 11, 16, 22, 30], np.arange(40, Rmax+1, 10.0)))
M = (len(edges)-1)*(n-1)+1
T = np.zeros((M, M)); Cen = np.zeros((M, M)); m = np.zeros(M); r = np.zeros(M)
for e in range(len(edges)-1):
    h = (edges[e+1]-edges[e])/2; s = slice(e*(n-1), e*(n-1)+n); De = D/h
    T[s, s] += 0.5*De.T @ ((w*h)[:, None]*De); m[s] += w*h; r[s] = edges[e]+h*(x+1)
    if e == 0: Cen[s, s] = w[0]*h*np.outer(De[0], De[0])   # 1/r^2 term at the origin node
T, Cen, m, r = T[1:, 1:], Cen[1:, 1:], m[1:], r[1:]; M -= 1
shape = np.where(r < r0, 16*(r/r0)**2*(1-r/r0)**2, 0.0)
def coulomb_block(L): return T + 0.5*L*(L+1)*Cen + np.diag(m*(0.5*L*(L+1)/r**2 - 1/r))
H = np.kron(U, np.diag(m*shape))
for i in range(3):
    H[i*M:(i+1)*M, i*M:(i+1)*M] += coulomb_block(ls[i]) + thr[i]*np.diag(m)
m3 = np.tile(m, 3); Hs = sp.csr_matrix(H); last = [(i+1)*M-1 for i in range(3)]
probe = int(np.argmin(abs(r-16.0)))
Eh = eigh(coulomb_block(2)[:-1, :-1]/np.sqrt(np.outer(m[:-1], m[:-1])), eigvals_only=True)[0]
assert abs(Eh + 1/18) < 1e-9      # no levels at the roots nu=1,2 of tan(pi nu)
print("pure Coulomb l=2: lowest grid level nu = %.8f" % (1/np.sqrt(-2*Eh)))

def direct(E):
    no = int(np.sum(E > thr)); keep = np.setdiff1d(np.arange(3*M), last[no:])
    A = (Hs - E*sp.diags(m3)).tocsr()[keep][:, keep].tocsc()
    src = np.zeros((3*M, no)); src[last[:no], np.arange(no)] = 0.5
    G = np.zeros((3*M, no)); G[keep] = splu(A).solve(src[keep])
    Rm = G[last[:no]]
    P = np.array([pair(E-thr[i], ls[i], Rmax) for i in range(no)])
    a = np.diag(P[:, 2]) - Rm*P[:, 3]; b = np.diag(P[:, 0]) - Rm*P[:, 1]
    K = np.linalg.solve(a, b); S = np.linalg.solve(a-1j*b, a+1j*b)
    sol = G @ (np.diag(P[:, 1]) - P[:, [3]]*K)
    return K, S, sol[[i*M+probe for i in range(no, 3)]]

print("thresholds (Eh):", fmt(thr, 2), "; l:", *ls, "; r0, R (bohr):", r0, Rmax)
print("U11 U12 U13 U22 U23 U33 (Eh):", fmt(upper(U), 2))
dl = 2.1e-4; Ka, Kb, Kc = (short_K(t)[0] for t in (-2*dl, -dl, dl))
assert np.max(abs(3*Kb-2*Ka-Kc)) < 5e-4
print("K11 at E=-2.1e-4, +2.1e-4 Eh: %.5f %.5f" % (Kb[0, 0], Kc[0, 0]))

worst = 0.0
for E in (0.003, 0.005, 0.008, 0.010, 0.024, 0.028, 0.032, 0.036):
    K, nu, Zc, Kp = eliminate(E); Kd, Sd, closed = direct(E); no = len(Kp)
    assert np.max(abs(K-K.T)) < 1e-9
    err = np.max(abs(S_of(Kp)-Sd)); worst = max(worst, err); assert err < 1e-6
    amp = Zc/np.cos(pi*(nu-ls[no:]))[:, None]
    chi = np.array([float(chi_pair(nu[i], int(ls[no+i]), r[probe])[0]) for i in range(3-no)])
    pred = -chi[:, None]*amp
    assert np.max(abs(pred-closed)) < 1e-6*(1+np.max(abs(closed)))
    if E in (0.005, 0.032):
        assert np.max(abs(Kp-Kd)) < 1e-6*(1+np.max(abs(Kd))**2)
        assert np.max(abs(K[:no, :no]-Kd)) > 1e-4     # closed channels matter here
        print("E = %.3f Eh = %.5f eV, open channels: %d" % (E, E*EV, no))
        print("  closed nu:", fmt(nu), "; tan(pi nu):", fmt(np.tan(pi*nu)))
        print("  K11 K12 K13 K22 K23 K33:", fmt(upper(K)))
        print("  asymmetry of K: %.1e" % np.max(abs(K-K.T)))
        print("  Z_c:", fmt(Zc), "; a = Z_c/cos beta:", fmt(amp))
        print("  K_phys formula (upper triangle):", fmt(upper(Kp), 7))
        print("  K_phys grid    (upper triangle):", fmt(upper(Kd), 7))
        print("  eigenphases (rad):", fmt(np.arctan(np.linalg.eigvalsh(0.5*(Kp+Kp.T)))))
        print("  closed parts at r=16 bohr, formula:", fmt(pred), "; grid:", fmt(closed))
print("largest |S formula - S grid| over 8 energies: %.1e" % worst)

E = thr[2]-0.5/5.5**2; K = short_K(E)[0]; Kd = direct(E)[0]
assert np.max(abs(K[:2, :2]-Kd)) < 1e-6
print("nu3=5.5, E = %.6f Eh: K_oo" % E, fmt(upper(K[:2, :2])), "; grid", fmt(upper(Kd)))
nup = brentq(lambda v: np.sin(pi*v)+np.cos(pi*v)*short_K(thr[2]-0.5/v**2)[0][2, 2], 5.52, 6.5, xtol=1e-13)
E = thr[2]-0.5/nup**2; ev = np.linalg.eigvals(direct(E)[1]); dist = np.min(abs(ev+1))
assert dist < 1e-5
print("pole: nu3 = %.6f, E = %.8f Eh = %.6f eV, K33 = %.6f" % (nup, E, E*EV, short_K(E)[0][2, 2]))
print("  grid S there: distance of an eigenvalue from -1: %.1e" % dist)

# ---- bound states ----
Elo, Ehi = -0.5/2.9**2, -0.5/6.45**2
keep = np.setdiff1d(np.arange(3*M), last); sq = np.sqrt(m3[keep])
Eg, V = eigh(H[np.ix_(keep, keep)]/np.outer(sq, sq), subset_by_value=(Elo, Ehi))
def det_free(E):
    K, dI = short_K(E); b = pi*(1/np.sqrt(2*(thr-E))-ls)
    return np.linalg.det(np.diag(np.sin(b)) + np.cos(b)[:, None]*K)*dI
grid = np.sort(np.concatenate((-0.5/np.linspace(2.9, 6.45, 46)**2, 0.5*(Eg[1:]+Eg[:-1]))))
vals = np.array([det_free(t) for t in grid])
roots = [brentq(det_free, grid[i], grid[i+1], xtol=1e-15) for i in range(len(grid)-1) if vals[i]*vals[i+1] < 0]
assert len(roots) == len(Eg) and len(roots) >= 4
assert np.max(abs(np.array(roots)-Eg)) < 1e-9
print("levels for %.6f < E < %.6f Eh: %d" % (Elo, Ehi, len(roots)))
print("  E determinant (Eh), E grid (Eh), E (eV), nu1 nu2 nu3")
for j, E in enumerate(roots):
    K = short_K(E)[0]; nu = 1/np.sqrt(2*(thr-E)); b = pi*(nu-ls)
    _, sv, Vt = np.linalg.svd(np.diag(np.tan(pi*nu)) + K); Z = Vt[-1]
    assert sv[-1] < 1e-8*(1+sv[0])
    amp = np.cos(b)*Z - np.sin(b)*(K @ Z); amp /= np.linalg.norm(amp)*np.sign(amp[np.argmax(abs(amp))])
    chi = np.array([float(chi_pair(nu[i], int(ls[i]), r[probe])[0]) for i in range(3)])
    pred = chi*amp; pred /= np.linalg.norm(pred)
    ug = np.zeros(3*M); ug[keep] = V[:, j]/sq
    got = ug[[i*M+probe for i in range(3)]]; got /= np.linalg.norm(got); got *= np.sign(got @ pred)
    assert np.max(abs(pred-got)) < 1e-6
    print("  %.9f %.9f %.5f" % (E, Eg[j], E*EV), fmt(nu, 5))
    if j == 1: detail = (E, nu, K, sv, amp, pred, got)
E, nu, K, sv, amp, pred, got = detail
print("second level, E = %.9f Eh: tan(pi nu):" % E, fmt(np.tan(pi*nu)))
print("  K11 K12 K13 K22 K23 K33:", fmt(upper(K)))
print("  singular values of tan(pi nu)+K: %.5f %.5f %.1e" % tuple(sv))
print("  unit amplitude vector a:", fmt(amp))
print("  unit channel vector at r=16 bohr, formula:", fmt(pred), "; grid:", fmt(got))
print("largest level difference (Eh): %.1e" % np.max(abs(np.array(roots)-Eg)))
print("success")
```

It prints:

```
nu=2.6 l=0.3: growth of f/C 0.8088, sin beta 0.8090; of g/C -0.5876, -cos beta -0.5878
l=2 r=4: g(-2.1e-4 Eh) -0.81074, g(+2.1e-4 Eh) -0.80764, sqrt(2r)Y5 -0.80919
nu=3.3 l=1: integrated f/g at r=150 bohr -1.37638192, -tan(pi nu) -1.37638192
pure Coulomb l=2: lowest grid level nu = 3.00000000
thresholds (Eh): 0.00 0.02 0.05 ; l: 0 1 2 ; r0, R (bohr): 4.0 250.0
U11 U12 U13 U22 U23 U33 (Eh): -0.30 0.15 0.05 -0.15 0.08 -0.30
K11 at E=-2.1e-4, +2.1e-4 Eh: 0.66688 0.66676
E = 0.005 Eh = 0.13606 eV, open channels: 1
  closed nu: 5.773503 3.333333 ; tan(pi nu): -0.862249 1.732051
  K11 K12 K13 K22 K23 K33: 0.665352 0.227151 0.138055 0.755370 -0.250397 0.398416
  asymmetry of K: 1.8e-14
  Z_c: 1.785486 0.145051 ; a = Z_c/cos beta: -2.357567 -0.290101
  K_phys formula (upper triangle): 1.0909515
  K_phys grid    (upper triangle): 1.0909515
  eigenphases (rad): 0.828868
  closed parts at r=16 bohr, formula: 3.439969 0.462808 ; grid: 3.439969 0.462808
E = 0.032 Eh = 0.87076 eV, open channels: 2
  closed nu: 5.270463 ; tan(pi nu): 1.137607
  K11 K12 K13 K22 K23 K33: 0.656451 0.208020 0.160868 0.694676 -0.269444 0.518134
  asymmetry of K: 6.9e-15
  Z_c: -0.097158 0.162733 ; a = Z_c/cos beta: 0.147159 -0.246483
  K_phys formula (upper triangle): 0.6408211 0.2341981 0.6508289
  K_phys grid    (upper triangle): 0.6408211 0.2341981 0.6508289
  eigenphases (rad): 0.390444 0.721698
  closed parts at r=16 bohr, formula: 0.139735 -0.234048 ; grid: 0.139735 -0.234048
largest |S formula - S grid| over 8 energies: 1.0e-12
nu3=5.5, E = 0.033471 Eh: K_oo 0.655920 0.207081 0.691583 ; grid 0.655920 0.207081 0.691583
pole: nu3 = 5.844386, E = 0.03536165 Eh = 0.962239 eV, K33 = 0.531945
  grid S there: distance of an eigenvalue from -1: 4.7e-13
levels for -0.059453 < E < -0.012019 Eh: 5
  E determinant (Eh), E grid (Eh), E (eV), nu1 nu2 nu3
  -0.044803186 -0.044803186 -1.21916 3.34065 2.77771 2.29654
  -0.034126338 -0.034126338 -0.92862 3.82772 3.03935 2.43792
  -0.021599593 -0.021599593 -0.58775 4.81130 3.46689 2.64259
  -0.015397905 -0.015397905 -0.41900 5.69842 3.75834 2.76505
  -0.014598957 -0.014598957 -0.39726 5.85227 3.80149 2.78210
second level, E = -0.034126338 Eh: tan(pi nu): -0.601108 0.124254 5.062032
  K11 K12 K13 K22 K23 K33: 0.675343 0.262764 0.092591 0.858845 -0.194875 0.205192
  singular values of tan(pi nu)+K: 5.27732 1.04724 3.5e-14
  unit amplitude vector a: 0.966524 -0.227693 -0.118273
  unit channel vector at r=16 bohr, formula: 0.937154 -0.348366 -0.019558 ; grid: 0.937154 -0.348366 -0.019558
largest level difference (Eh): 3.1e-13
success
```
